# Band bottom of a lattice of small hard spheres

## Problem

Identical impenetrable spheres of radius $a$ sit on the sites $\mathbf R$ of a Bravais lattice. The cell volume is $\Omega=4\pi s^3/3$, which defines the Wigner–Seitz radius $s$. A particle moves freely between the spheres, and its wave function vanishes on their surfaces. Use units with $\hbar^2/2m=1$; with lengths in bohr and the electron mass, energies are then in rydberg. Let $a\ll s$.

1. Show that the lowest energy of the lowest band belongs to Bloch vector $\mathbf k=0$.
2. Replace the cell by a sphere of radius $s$ on which the radial derivative of the wave vanishes. Show that
$$E=\frac{3a}{s^3}\left[1+\alpha\,\frac as+c_2\,\frac{a^2}{s^2}+O\!\left(\frac{a^3}{s^3}\right)\right],$$
and find $\alpha$ and $c_2$.
3. Show that the same form holds for the simple cubic and body-centred cubic lattices, and express $\alpha$ and $c_2$ by lattice sums.
4. Evaluate $\alpha$ for both lattices, and explain its relation to the value for the sphere.
5. For $s=3$ bohr and $a=0.15$ bohr, find the energies and judge the error of stopping at the term with $\alpha$.

## Solution

### 1. The lowest state has $\mathbf k=0$

Between the spheres the wave equation is $-\nabla^2\psi=E\psi$. Let $\varphi$ be the periodic state of lowest energy $E_0$. It can be taken as non-negative, because replacing a real $\varphi$ by $|\varphi|$ leaves the energy quotient $\int|\nabla\varphi|^2/\int\varphi^2$ unchanged, so $|\varphi|$ is also a lowest state. Moreover $\nabla^2\varphi=-E_0\varphi\le0$, so the value of $\varphi$ at a point is at least its average over a small surrounding ball. A zero at an interior point would therefore force $\varphi$ to vanish around it, and hence throughout the connected region between the spheres. Thus $\varphi>0$ there.

Write any Bloch state as $\psi=u\varphi$. Expanding the gradient gives
$$|\nabla(u\varphi)|^2=\varphi^2|\nabla u|^2+\varphi\nabla\varphi\cdot\nabla|u|^2+|u|^2|\nabla\varphi|^2
=\varphi^2|\nabla u|^2+\nabla\varphi\cdot\nabla(|u|^2\varphi).$$
Integrate over the part of a cell outside the sphere. In the last term, integration by parts produces no surface contribution: $|u|^2\varphi$ vanishes on the hard wall, and opposite cell faces cancel because the Bloch phase drops out of $|u|^2$. What remains is $-\int|u|^2\varphi\nabla^2\varphi=E_0\int|u|^2\varphi^2$. Therefore
$$E_{\mathbf k}-E_0=\frac{\int\varphi^2|\nabla u|^2}{\int\varphi^2|u|^2}\ge0 .$$

The lowest periodic state is also non-degenerate, since two positive functions cannot be orthogonal. In a cubic lattice it therefore has the full cubic symmetry about each site.

### 2. The Wigner–Seitz sphere

Put $E=\kappa^2$ and $x=a/s$. The spherical wave that vanishes at $r=a$ is
$$\psi=\frac{\sin[\kappa(r-a)]}{r},\qquad
\psi'=\frac{\kappa\cos[\kappa(r-a)]}{r}-\frac{\sin[\kappa(r-a)]}{r^2}.$$
Setting $\psi'(s)=0$ gives
$$\tan[\kappa(s-a)]=\kappa s .$$

Let $t=\kappa s$, $q=t^2=Es^2$ and $b=1-x$, so that the condition is $\tan(bt)=t$. The tangent series gives
$$bt+\frac{b^3t^3}{3}+\frac{2b^5t^5}{15}+\frac{17b^7t^7}{315}+\dots=t .$$
Move $bt$ to the right, where $t-bt=xt$, and divide by $t$:
$$x=\frac{q b^3}{3}+\frac{2q^2b^5}{15}+\frac{17q^3b^7}{315}+\dots$$
The lowest root has $q\to0$ as $x\to0$, and the first term gives $q\simeq3x$. Insert $q=3x(1+\alpha x+c_2x^2+\dots)$. Through order $x^3$ the three terms are
$$\frac{qb^3}{3}=x\left[1+(\alpha-3)x+(c_2-3\alpha+3)x^2\right],$$
$$\frac{2q^2b^5}{15}=\frac65x^2\left[1+(2\alpha-5)x\right],\qquad
\frac{17q^3b^7}{315}=\frac{51}{35}x^3 .$$
Their sum must equal $x$. The coefficient of $x^2$ gives
$$\alpha-3+\frac65=0\quad\Longrightarrow\quad \alpha=\frac95=1.8 .$$
The coefficient of $x^3$ gives
$$c_2=3\alpha-3-\frac65(2\alpha-5)-\frac{51}{35}
=\frac{12}{5}+\frac{42}{25}-\frac{51}{35}=\frac{459}{175}\simeq2.623 .$$

The expansion cannot be used when the sphere nearly fills the cell. As $a\to s$, the lowest root has $\kappa(s-a)\to\pi/2$, so $E\to\pi^2/[4(s-a)^2]$ diverges, while the two-term formula stays finite.

### 3. The real lattice

**The wave as a field of point sources.** About each site, the $l=0$ part of $\psi$ combines $\cos(\kappa r)/r$ and $\sin(\kappa r)/r$. Continue this part into the sphere, down to $r=0$. The second function is regular there; the first is singular and acts as a point source. Normalise the wave so that its singular part is $-\cos(\kappa r)/r$. Since $\nabla^2(-1/r)=4\pi\delta(\mathbf r)$, the continued wave obeys
$$(\nabla^2+E)\psi=4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R).$$

This leaves out the sources of higher angular momentum. Cubic symmetry forbids them below $l=4$. To estimate the $l=4$ source, take a wave of size 1 between the spheres. The others then send to a given site a field of order $a/s$, whose $l=4$ part is of order $ar^4/s^5$. A hard wall turns $r^4$ into $r^4-a^9/r^5$, so the scattered part is of order $a^{10}/(s^5r^5)$. At a neighbouring site this is of order $(a/s)^{10}$, far beyond the order needed here.

**Solution in plane waves.** With reciprocal vectors $\mathbf G$,
$$\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)=\frac1\Omega\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.$$
The operator $\nabla^2+E$ multiplies each plane wave by $E-G^2$. Separating $\mathbf G=0$, and marking its omission by a prime, we get
$$\psi(\mathbf r)=\frac{4\pi}{\Omega E}-\frac{4\pi}{\Omega}\sum_{\mathbf G}{}^{'}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2-E}.$$
Here $4\pi/\Omega=3/s^3$. The energy is of order $a/s^3$, whereas the smallest non-zero $G^2$ is of order $1/s^2$, so for small $a/s$ we may expand
$$\frac1{G^2-E}=\frac1{G^2}+\frac{E}{G^4}+\dots$$

**The first sum.** Define
$$V(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G}{}^{'}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad
-\nabla^2V=4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac{4\pi}{\Omega}.$$
This is the electrostatic potential of unit point charges on the lattice in a uniform neutralising background. Its average is zero because the $\mathbf G=0$ term is absent. Near a site, $V-1/r$ is regular and has Laplacian $4\pi/\Omega=3/s^3$. Since $\nabla^2r^2=6$, the spherical average of $V$ is
$$\overline V(r)=\frac1r-\frac{\alpha}{s}+\frac{r^2}{2s^3}.$$
This defines the number $\alpha$ for the lattice.

**The second sum.** At the site it has the finite value
$$\frac{4\pi}{\Omega}\sum_{\mathbf G}{}^{'}\frac1{G^4}=3s\sigma,\qquad
\sigma=\sum_{\mathbf G}{}^{'}\frac1{(Gs)^4}.$$

**The wall condition.** The spherical average of $\psi$ must vanish at $r=a$. Collecting the terms,
$$0=\frac{3}{s^3E}-\frac1a+\frac{\alpha}{s}-3s\sigma E+O\!\left(\frac{a^2}{s^3}\right).$$
The remainder contains three pieces:

- the term $a^2/(2s^3)$ from $\overline V$;
- the change of the second sum between $r=0$ and $r=a$, which contributes a term of order $Ea\sim a^2/s^3$;
- the next term in the expansion in $E$, of order $E^2s^3\sim a^2/s^3$.

Multiply by $a$, and use the leading result $E\simeq3a/s^3$ in the small term with $\sigma$:
$$\frac{3a}{s^3E}=1-\alpha x+9\sigma x^2+O(x^3).$$
To invert, set $y=\alpha x-9\sigma x^2$ and use $1/(1-y)=1+y+y^2+\dots$. This gives
$$E=\frac{3a}{s^3}\left[1+\alpha x+(\alpha^2-9\sigma)x^2+O(x^3)\right],\qquad c_2=\alpha^2-9\sigma .$$

**Physical meaning.** The leading term is $4\pi a/\Omega$: the radius of the sphere times $4\pi$ times the density of spheres. To the order of the $\alpha$ term, the regular field arriving at a sphere is $3/(s^3E)+\alpha/s$. The average of the continued wave over a cell is $3/(s^3E)$, since all other plane waves average to zero. The ratio of the two is
$$1+\frac{\alpha s^2E}{3}\simeq1+\frac{\alpha a}{s}.$$
Each sphere thus meets a wave somewhat stronger than the average, mainly because the average includes the depression $-1/r$ that the sphere itself makes. The cell average of $s/r$ is $1.5$ for the spherical cell, $1.48$ for simple cubic and $1.49$ for bcc. The rest of $\alpha$ is $0.300$, $0.284$ and $0.298$ in the same order. It arises because the regular field varies over the cell. Its spherical average falls as $-r^2/(2s^3)$ away from the site, which contributes the cell average of $r^2/(2s^2)$, namely $0.300$, $0.325$ and $0.306$. Its anisotropic part, with $l\ge4$, does not average to zero over a polyhedral cell and contributes $-0.041$ for simple cubic and $-0.008$ for bcc. To this order the energy is raised above the leading term by the same factor $1+\alpha a/s$.

### 4. The values of $\alpha$

**Ewald summation.** The sum for $V$ converges slowly, so split it with a positive parameter $\eta$. With $t_0=1/(4\eta^2)$,
$$\frac1{G^2}=\frac{e^{-G^2t_0}}{G^2}+\int_0^{t_0}e^{-G^2t}\,dt .$$
The first part converges fast in $\mathbf G$. For the second, the Gaussian form of the Fourier series is
$$\frac1\Omega\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}e^{-G^2t}
=\sum_{\mathbf R}\frac{e^{-|\mathbf r-\mathbf R|^2/4t}}{(4\pi t)^{3/2}},$$
since each side is the periodic array of point sources after spreading by diffusion for a time $t$. The left side includes $\mathbf G=0$, whose contribution $4\pi t_0/\Omega=\pi/(\eta^2\Omega)$ must be subtracted.

For one site at distance $d$, substitute $p=1/(2\sqrt t)$. Then $(4\pi t)^{-3/2}=p^3/\pi^{3/2}$ and $dt=-dp/(2p^3)$, so that
$$4\pi\int_0^{t_0}\frac{e^{-d^2/4t}}{(4\pi t)^{3/2}}dt
=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-d^2p^2}dp=\frac{\operatorname{erfc}(\eta d)}{d}.$$
As $\mathbf r\to0$, the site at the origin gives $\operatorname{erfc}(\eta r)/r\to1/r-2\eta/\sqrt\pi$. Removing $1/r$ and reversing the sign of the remaining constant yields
$$\frac{\alpha}{s}=\frac{2\eta}{\sqrt\pi}+\frac{\pi}{\eta^2\Omega}
-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}
-\frac{4\pi}{\Omega}\sum_{\mathbf G}{}^{'}\frac{e^{-G^2/4\eta^2}}{G^2}.$$
The result does not depend on $\eta$, which only divides the work between the two sums.

For the simple cubic lattice with cube edge $L$, $\Omega=L^3$, the sites are $L\mathbf n$ and the reciprocal vectors are $2\pi\mathbf n/L$, with integer $\mathbf n$. For the body-centred lattice with cube edge $A$, $\Omega=A^3/2$; the sites are $A\mathbf n/2$ with the three integers all even or all odd, and the reciprocal vectors are $2\pi\mathbf n/A$ with an even sum of the integers. Evaluation gives
$$\alpha_{\rm sc}=1.760,\qquad \alpha_{\rm bcc}=1.792 .$$
The fourth-power sums are $\sigma_{\rm sc}=0.0716$ and $\sigma_{\rm bcc}=0.0692$, from which $c_2=2.453$ and $2.588$.

**The sphere in the same language.** Put a unit charge at the centre of a sphere of radius $s$ filled with neutralising background. The potential is
$$V=\frac1r+\frac{r^2}{2s^3}-\frac{\alpha}{s},$$
and its slope at the surface, $-1/s^2+s/s^3$, is zero, as the boundary condition on the wave requires. The constant follows from a zero average. The average of $1/r$ over the sphere is
$$\frac{3}{s^3}\int_0^s r\,dr=\frac{3}{2s},$$
and the average of $r^2$ is $3s^2/5$, so the second term contributes $3/(10s)$. Hence
$$\alpha=\frac32+\frac3{10}=\frac95,$$
in agreement with part 2. In all three cases $\alpha$ is the same electrostatic constant, evaluated for a different cell. Replacing the true cell by a sphere raises it by about 0.5% for bcc and 2.3% for simple cubic, relative to the lattice values.

### 5. Numerical example

For $s=3$ bohr and $a=0.15$ bohr, $x=0.05$ and the leading energy is
$$\frac{3a}{s^3}=\frac{3(0.15)}{27}=0.016667\ \text{Ry}.$$
The two-term formula gives

- sphere: $0.016667\,(1+1.8\times0.05)=0.018167$ Ry;
- simple cubic: $0.016667\,(1+1.76012\times0.05)=0.018133$ Ry;
- bcc: $0.016667\,(1+1.79186\times0.05)=0.018160$ Ry.

These can be compared with direct numerical solutions. For the sphere, the tangent equation is solved for its root. For the lattices, the wave is expanded inside the true polyhedral cell in cubic waves that vanish on the hard wall, and periodicity is imposed on the cell faces by least squares. That calculation uses no lattice sum. The energies are

- sphere: $0.018284$ Ry, or $0.2488$ eV;
- simple cubic: $0.018242$ Ry, or $0.2482$ eV;
- bcc: $0.018275$ Ry, or $0.2486$ eV.

The two-term formula is therefore too low by $0.0070$, $0.0065$ and $0.0069$ of the leading energy, in the same order. The next term, $c_2x^2$, accounts for $0.0066$, $0.0061$ and $0.0065$. The rest is about $0.0004$ to $0.0005$, or three to four times $x^3$, as expected of a remainder of third order.

The omitted terms are larger here than the effect of the lattice type. The sphere and simple cubic values of $\alpha$ differ by $0.040$, which changes the energy by $0.040\times0.05=0.002$ of the leading term. A single energy at this radius, inverted with the two-term formula alone, would give $\alpha$ too large by $0.13$ to $0.14$ (for example $0.007/0.05=0.14$), more than the differences between the structures. To remove the higher terms, form $[Es^3/(3a)-1]\,s/a$ from the direct energies at $a/s=0.02$, $0.04$, $0.06$ and $0.08$, pass a cubic in $a/s$ through the four values, and evaluate it at zero; a straight-line fit is not enough, being low by about $0.007$. The cubic gives $\alpha=1.7601$ for simple cubic and $1.7918$ for bcc, in agreement with the electrostatic constants. The numerical check tests this agreement, and also tests that hard-wall scattering with $l\ge4$ is negligible at $a/s=0.05$.

## Table of computed values

```
Coefficients (dimensionless)
sphere: alpha from formula = 1.80000
sphere: alpha from direct solution = 1.79998
sphere: c2 from formula = 2.6229
sphere: c2 from direct solution = 2.6254
sc: alpha from formula = 1.76012
sc: alpha from direct solution = 1.76010
sc: c2 from formula = 2.4534
sc: c2 from direct solution = 2.4549
bcc: alpha from formula = 1.79186
bcc: alpha from direct solution = 1.79184
bcc: c2 from formula = 2.5884
bcc: c2 from direct solution = 2.5907
sc: sum of 1/(G s)^4 = 0.07162
bcc: sum of 1/(G s)^4 = 0.06915
Worked example
Wigner-Seitz radius s = 3.00 bohr
hard-sphere radius a = 0.15 bohr
ratio a/s = 0.050
leading energy 3a/s^3 = 0.016667 Ry
sphere: two-term energy = 0.018167 Ry
sphere: direct energy = 0.018284 Ry
sphere: direct energy = 0.24876 eV
sphere: (direct - two-term)/leading = 0.00702
sphere: c2 (a/s)^2 = 0.00656
sc: two-term energy = 0.018133 Ry
sc: direct energy = 0.018242 Ry
sc: direct energy = 0.24820 eV
sc: (direct - two-term)/leading = 0.00653
sc: c2 (a/s)^2 = 0.00613
bcc: two-term energy = 0.018160 Ry
bcc: direct energy = 0.018275 Ry
bcc: direct energy = 0.24865 eV
bcc: (direct - two-term)/leading = 0.00692
bcc: c2 (a/s)^2 = 0.00647
```
